# Thermodynamic factors from semi-grand Monte Carlo near an Ising critical point

## Result and conventions

A binary alloy of A and B atoms occupies a rigid lattice of $N$ sites without vacancies. The temperature $T$ and the exchange potential $\Delta\mu=\mu_B-\mu_A$ are imposed, and the fraction $x$ of B fluctuates. The thermodynamic factor is

$$
\Phi\equiv\frac{x_B}{kT}\frac{\partial\mu_B}{\partial x_B}
=\frac{\langle x\rangle(1-\langle x\rangle)}{N\,\mathrm{Var}\,x},\qquad x_B=\langle x\rangle .\tag{1}
$$

One simulation at one $\Delta\mu$ therefore gives $\Phi$ without numerical differentiation. Equation (1) holds at finite $N$ for semi-grand averages. It gives the bulk property of a phase when the system is in that single phase and is much larger than its correlation length $\xi$.

The model used here is an $L\times L$ periodic square lattice, $N=L^2$, with $L$ even. Each unlike nearest-neighbour bond costs $w>0$, so like atoms cluster. The zero of $\Delta\mu$ is chosen at the symmetric point $\langle x\rangle=1/2$.

## Derivation of the fluctuation formula

Let $E$ be the bond energy and $N_B=Nx$. The semi-grand partition function is

$$
\Xi=\sum_{\text{states}}e^{-(E-\Delta\mu N_B)/kT}.
$$

Its potential is $-kT\ln\Xi=F-\Delta\mu N_B$. For a rigid lattice at zero pressure, $F=\mu_AN_A+\mu_BN_B$. Subtracting $(\mu_B-\mu_A)N_B$ leaves $\mu_A(N_A+N_B)=\mu_AN$, hence

$$
\mu_A=-\frac{kT}{N}\ln\Xi,\qquad \mu_B=\mu_A+\Delta\mu .
$$

At finite $N$ these equations serve as definitions. Differentiating $\ln\Xi$ at fixed $T$ brings down $N_B/kT$, so

$$
\frac{d\mu_A}{d\Delta\mu}=-\langle x\rangle,\qquad
\frac{d\mu_B}{d\Delta\mu}=1-\langle x\rangle .
$$

Dividing the second relation by $d\langle x\rangle/d\Delta\mu$ and multiplying by $\langle x\rangle/kT$ gives

$$
\Phi=\frac{\langle x\rangle(1-\langle x\rangle)}{kT}\frac{d\Delta\mu}{d\langle x\rangle}.\tag{2}
$$

For species A, $dx_A=-d\langle x\rangle$. The two minus signs cancel, and $(x_A/kT)\,d\mu_A/dx_A$ is the same expression. Both species share one factor.

To find the slope, write $\langle x\rangle=\Xi^{-1}\sum x\,e^{-(E-\Delta\mu Nx)/kT}$. Differentiating the sum gives $N\langle x^2\rangle/kT$; differentiating $\Xi^{-1}$ gives $-N\langle x\rangle^2/kT$. Thus

$$
\frac{d\langle x\rangle}{d\Delta\mu}=\frac{N\,\mathrm{Var}\,x}{kT},\tag{3}
$$

and (2) becomes (1).

A sum over all 65,536 states of the $4\times4$ lattice tests this. At $1.1\,T_c$ and $\Delta\mu=2.0\times10^{-22}$ J it gives $\langle x\rangle=0.552356$ and $N\,\mathrm{Var}\,x=2.588250$, so

$$
\Phi=\frac{0.552356\times0.447644}{2.588250}=0.095531 .
$$

Finite differences of $\Delta\mu$, $\mu_A$ and $\mu_B$ with respect to $\langle x\rangle$ all give 0.095531 as well.

**Two limits.** For $w=0$ the sites are independent, $\mathrm{Var}\,x=\langle x\rangle(1-\langle x\rangle)/N$, and $\Phi=1$. For weak interaction at $\Delta\mu=0$, let $s_i=+1$ for B and $-1$ for A. A bond energy is $w(1-s_is_j)/2$, so the Ising coupling is $K=w/(2kT)$. Since $x=\frac12+\frac1{2N}\sum_is_i$,

$$
N\,\mathrm{Var}\,x=\tfrac14\sum_j\langle s_0s_j\rangle=\tfrac14(1+4K+\cdots),
$$

because to first order each of the four neighbours has correlation $K$. Hence $\Phi\simeq1-4K=1-2w/kT$.

The mean-field approximation gives this form at every temperature. Its energy per site is $2w\cdot2x(1-x)$, from two bonds per site, each unlike with probability $2x(1-x)$. The second derivative is $-8w$, and that of the ideal mixing term is $kT/[x(1-x)]$. Therefore $\Phi_{\rm MF}=1-8wx(1-x)/kT$, which is $1-2w/kT$ at $x=1/2$.

## Sampling

Suppose a site has $n$ neighbours of type B. It has $4-n$ unlike bonds if it is B and $n$ if it is A. The difference in $E-\Delta\mu N_B$ between the two choices is $w(4-2n)-\Delta\mu$, so the conditional probability of B is

$$
p_B(n)=\frac{1}{1+\exp\{[w(4-2n)-\Delta\mu]/kT\}} .\tag{4}
$$

Sites of one checkerboard colour are not neighbours of each other. All of them can be redrawn together from (4), followed by the other colour; this is one sweep. Drawing from a conditional distribution preserves the equilibrium distribution. Every configuration can be reached in one sweep with positive probability, so the chain is irreducible.

Metropolis moves in the same checkerboard order can fail here. At $\Delta\mu=0$, in a pattern of alternating A and B rows, every site has $n=2$ and a flip costs nothing. Metropolis accepts all these flips. After one colour has flipped, each site of the other colour still has $4-2=2$ B neighbours and flips too. The pattern is inverted and never left.

## Autocorrelation error

Let $v=\mathrm{Var}\,x$ and $d=x-\langle x\rangle$. Small sampling errors $\delta m$ in the mean and $\delta v$ in the variance change $\Phi=m(1-m)/(Nv)$ by

$$
\delta\Phi=\frac{1-2m}{Nv}\,\delta m-\frac{\Phi}{v}\,\delta v .
$$

To first order, $\delta m$ is the time average of $d$, and $\delta v$ is the time average of $d^2-v$. The error of $\Phi$ is thus the error of the mean of

$$
y=\frac{1-2\langle x\rangle}{Nv}\,d-\frac{\Phi}{v}\,(d^2-v).\tag{5}
$$

For $n$ successive sweeps with normalized autocorrelation $\rho(k)$, collecting pairs at equal separation gives

$$
\mathrm{Var}\,\bar y=\frac{\mathrm{Var}\,y}{n}\Big[1+2\sum_{k=1}^{n-1}\Big(1-\frac kn\Big)\rho(k)\Big]
\simeq\frac{2\tau_y}{n}\mathrm{Var}\,y,\qquad
\tau_y=\tfrac12+\sum_{k\ge1}\rho(k),
$$

when $n\gg\tau_y$. With $R$ independent replicas, $n$ in the denominator is replaced by $Rn$. The sum is cut at the smallest window $M$ satisfying $M\ge6\tau_y(M)$, because the far tail adds noise. For a single exponential the omitted part is about $e^{-6}$ of the total; a weak, much slower component could be missed.

A jackknife over replicas supplies a second error estimate that uses no autocorrelation function. With $\Phi_{(i)}$ computed without replica $i$, its square is $\frac{R-1}{R}\sum_i(\Phi_{(i)}-\bar\Phi_{(\cdot)})^2$, where $\bar\Phi_{(\cdot)}$ is the mean of the $\Phi_{(i)}$.

**Run-length bias.** There is also a systematic error. If one run uses its own mean $\bar x$, then

$$
\Big\langle\frac1n\sum_t(x_t-\bar x)^2\Big\rangle=v-\mathrm{Var}\,\bar x\simeq v\Big(1-\frac{2\tau_x}{n}\Big),\tag{6}
$$

where $\tau_x$ is the autocorrelation time of $x$. The variance comes out too small and $\Phi$ too large. Pooling the replicas about a common mean reduces the lost fraction by $R$. At $\Delta\mu=0$ the mean is known by symmetry, and using $\langle(x-\frac12)^2\rangle$ removes this loss.

## Finite size and the critical point

Small lattices have an exact reference. Let $T_{ab}$ contain the Boltzmann factor of the bonds between adjacent rows $a$ and $b$, and half of each row's own energy and $\Delta\mu$ term. Multiplying $L$ such factors around the torus and summing over rows gives $\Xi=\mathrm{Tr}\,T^L$. Derivatives of $\ln\Xi$ then give $\langle x\rangle$ and $N\,\mathrm{Var}\,x$.

Three properties of the infinite square-lattice Ising model are taken from its exact solution: the correlation length, the critical decay of correlations and the spontaneous order. For $T>T_c$ and $\Delta\mu=0$, the correlation length along a lattice axis, in lattice spacings, obeys

$$
\xi^{-1}=-\ln\tanh K-2K .\tag{7}
$$

It diverges when $\tanh K=e^{-2K}$. With $u=e^{-2K}$ this reads $(1-u)/(1+u)=u$, or $u^2+2u-1=0$. The positive root is $u=\sqrt2-1$, so $2K_c=\ln(1+\sqrt2)$ and

$$
kT_c=\frac{w}{\ln(1+\sqrt2)} .
$$

**At $T_c$.** Correlations decay as $r^{-1/4}$. Summed over the lattice,

$$
N\,\mathrm{Var}\,x\sim\int^L r^{-1/4}\,r\,dr\sim L^{7/4},\qquad \Phi_L\sim L^{-7/4}.
$$

There is no plateau in $L$. The exact values 0.024153 at $L=8$ and 0.016325 at $L=10$ give a decay exponent of 1.7555, close to $7/4$.

**Above $T_c$.** The critical sum is cut off at $r\sim\xi$, so near $T_c$ the bulk factor scales as $\xi^{-7/4}$. Equation (7) vanishes linearly in $T-T_c$, which gives $\Phi\sim(T-T_c)^{7/4}$, whereas mean field gives a linear law about its own critical temperature. The size error is expected to fall roughly as $e^{-L/\xi}$. At $1.5\,T_c$, (7) gives $\xi=1.5026$; the two leading transfer-matrix eigenvalues at width 10 give 1.5019. The exact $\Phi_L$ are 0.155959, 0.150405 and 0.149171 for $L=6,8,10$. Successive differences are 0.005554 and 0.001234, so the decay rate is $\frac12\ln(0.005554/0.001234)=0.752$ per spacing, or $1.13/\xi$.

**Below $T_c$.** At $\Delta\mu=0$ a fully sampled large lattice spends its time in two phases with $2x-1=\pm m_s$. Then $N\,\mathrm{Var}\,x\to Nm_s^2/4$ and

$$
\Phi_L\to\frac{1}{Nm_s^2},\qquad m_s=[1-\sinh^{-4}(2K)]^{1/8}.
$$

This number measures jumps between phases and is not the thermodynamic factor of either phase. At $0.7\,T_c$ and $L=10$, the exact $N\Phi_L=1.03940$ compares with $1/m_s^2=1.04009$. A histogram of $x$ with two peaks is a warning, but it does not by itself prove phase separation: a finite lattice at $T_c$ can show two peaks too. The dependence on $L$ must be examined.

## Worked example

Take $w=8.0\times10^{-21}$ J. Then $T_c=657.43$ K, and $1.1\,T_c=723.17$ K. Each run has 64 replicas.

**Sampling against an exact value.** For $L=8$, $1.1\,T_c$ and $\Delta\mu=2.0\times10^{-22}$ J, the simulation gives $\Phi=0.03809\pm0.00020$; the exact value is 0.03821. The difference is 0.6 standard errors. Treating sweeps as independent would give an error of 0.000037. With $\tau_y=14.1$, it must be multiplied by $\sqrt{2\times14.1}=5.3$. In the four runs reported here, the ratio of autocorrelation error to jackknife error lies between 0.85 and 1.09. The jackknife error itself has a relative uncertainty of about $1/\sqrt{2\times63}=9\%$ for nearly Gaussian replica averages.

**At the critical point.** The size law carries the exact $L=10$ value to $L=16$:

$$
0.016325\times(10/16)^{7/4}=0.007172 .
$$

The simulation gives $0.007138\pm0.000027$, 1.3 standard errors lower. Here $\tau_x=808.5$ sweeps but $\tau_y=26.9$. At $\langle x\rangle=1/2$ the first term of (5) vanishes, and $y$ is unchanged when $d$ changes sign. Slow passages between A-rich and B-rich states therefore lengthen $\tau_x$ without entering $\tau_y$ in the same way.

The long $\tau_x$ still matters through (6). For $n=10{,}000$ the predicted loss of variance is $2\times808.5/10{,}000=16.2\%$; the replicas show 15.8%. Using the averaged single-run variance with the pooled mean in the numerator would raise $\Phi$ by the factor $1/(1-0.158)=1.19$, a 19% error far outside the statistical error bar. If the numerator also uses the single-run means, its average falls by $\mathrm{Var}\,\bar x$, a fraction $0.158/(N\Phi)=0.086$, and the ratio of averages is too large by the factor $0.914/0.842=1.09$, still far outside the error bar. The close agreement is partly luck, since 64 replicas fix the loss to about 18% of itself.

**Approach to the bulk.** At $1.1\,T_c$ and $\Delta\mu=0$, $\xi=6.06$ spacings:

| $L$ | $L/\xi$ | $\Phi_L$ |
|---|---|---|
| 8 | 1.32 | 0.03588 (exact) |
| 16 | 2.64 | $0.01909\pm0.00020$ |
| 32 | 5.28 | $0.01586\pm0.00031$ |

The error bar at $L=16$ is 1% of the value, yet doubling $L$ lowers the value by 17%. A small statistical error says nothing about size convergence. If the remaining size error falls by $e^{16/6.06}\simeq14$ between $L=16$ and 32, the excess at $L=32$ is about $0.0032/13=0.00025$, or 1.6%. This estimate assumes that the exponential law already holds at $L=16$, which was not tested.

The mean-field value at this temperature is $1-2w/kT=1-2\times0.8814/1.1=-0.60$. It predicts an unstable mixture where the lattice model has a small positive factor.

**Response at $L=32$.** Equation (2) can be checked directly by applying $\Delta\mu=3.0\times10^{-23}$ J with the random numbers of the $\Delta\mu=0$ run. Since (4) increases with both $n$ and $\Delta\mu$, every site that is B in the unperturbed run is also B in the perturbed one. This order between the configurations suppresses noise in their difference. The shift is $0.0489\pm0.0017$, and with $kT=9.98\times10^{-21}$ J,

$$
\Phi\simeq\frac{1}{4}\,\frac{3.0\times10^{-23}}{9.98\times10^{-21}\times0.0489}=0.0154\pm0.0005 .
$$

This agrees with the fluctuation value within the errors, which are not independent because the runs share random numbers. The check concerns (3) at fixed $L$; it does not test convergence in $L$.

## Procedure and range of use

1. Choose $T$ and $\Delta\mu$, and start with $L$ several times the expected $\xi$. At $1.1\,T_c$ and $\Delta\mu=0$, the estimate above gives a size error of 1 to 2% for $L\simeq5\xi$.
2. Discard an initial stretch long compared with the relaxation time, then record $x$ after every sweep in independent replicas.
3. Compute $\Phi$ from (1) with the pooled mean, and its error from (5). Compare that error with the jackknife.
4. Compute $\tau_x$ and check that $2\tau_x/(Rn)$ is small compared with the relative error wanted.
5. Double $L$. Accept a bulk value when the histogram of $x$ has a single peak at both sizes and the change lies within the required accuracy. In this model at $\Delta\mu=0$, a decay close to $L^{-7/4}$ shows that $\xi$ is at least comparable with $L$, so the state is critical or near critical, and only larger lattices can tell which. A decay as $1/N$ indicates two-phase sampling. Below $T_c$ with a small nonzero $\Delta\mu$, one doubling is not enough. The two phases then have weights $e^{\pm a}$ with $a=Nm_s\Delta\mu/2kT$, and with fluctuations inside each phase neglected, $\Phi_L\simeq[1+(1-m_s^2)\sinh^2a]/(Nm_s^2)$. This first falls as $1/N$ and then rises, so two sizes can show a slope of $7/4$, or no change at all, although $\xi\ll L$ and $\Phi_L$ is far below the bulk value.

In interdiffusion, $\Phi$ converts a composition gradient into the thermodynamic driving force. The value 0.016 reduces that force about sixtyfold relative to an ideal solution with the same gradient. The value is so small because the state chosen lies close to the critical point of unmixing; in the dilute limit $\Phi$ tends to 1. The chosen $w$, about 50 meV per unlike bond, puts $T_c$ of the square lattice at a convenient temperature and is not fitted to an alloy. On an fcc lattice, where each atom has 12 neighbours instead of four, the same $w$ would put the critical temperature of unmixing between 2500 and 3200 K, above the melting point of most metals. Another departure from a bulk alloy is the dimension. In three dimensions the Ising exponent of $\Phi$ is about 1.24 instead of 1.75. At 10% above $T_c$, powers alone give $0.1^{1.24}/0.1^{1.75}\simeq3$, so a factor a few times larger is expected, with amplitudes of order one left out. Real alloys also have longer-ranged interactions and lattice vibrations. Equation (1) remains usable if these enter the sampled energy, but the values of $T_c$, $\xi$ and $\Phi$ found here do not carry over. Coherency strain needs separate treatment. When the atoms differ in size, a cell free to change its shape and volume relaxes the misfit of a uniform composition change, so the fluctuations of its total $x$ do not contain the coherency energy. A composition gradient in a coherent crystal does carry this energy, and its contribution must be added to the driving force. The numerical output follows.

## Computed values

```
Unlike-bond energy w = 8.00e-21 J
Critical temperature = 657.43 K
Replicas per Monte Carlo run = 64
Temperature 1.1 Tc = 723.17 K
Off-symmetric exchange potential = 2.00e-22 J
4x4 enumeration: <x> = 0.552356, N Var x = 2.588250
4x4 Phi, fluctuations = 0.095531
4x4 Phi, slope of dmu = 0.095531
4x4 Phi, from mu_A = 0.095531, from mu_B = 0.095531
Tc exact: L = 4, Phi = 0.082090
Tc exact: L = 6, Phi = 0.040065
Tc exact: L = 8, Phi = 0.024153
Tc exact: L = 10, Phi = 0.016325
Tc decay exponent from L = 8, 10: 1.7555
1.5 Tc exact: L = 6, Phi = 0.155959
1.5 Tc exact: L = 8, Phi = 0.150405
1.5 Tc exact: L = 10, Phi = 0.149171
1.5 Tc xi: formula 1.5026, gap 1.5019 spacings
1.5 Tc size-error decay rate times xi = 1.130
0.7 Tc exact: L = 10, Phi = 0.010394
0.7 Tc: N Phi = 1.03940, 1/m_s^2 = 1.04009
MC L = 8, T/Tc = 1.1, dmu = 2.0e-22 J, 10000 sweeps, burn-in 1000
  <x> = 0.6317 +- 0.0037, Phi = 0.038090 +- 0.000198
  Phi errors: jackknife 0.000233, naive 0.000037
  tau_y = 14.1, tau_x = 45.2 sweeps
MC L = 16, T/Tc = 1.0, dmu = 0.0e+00 J, 10000 sweeps, burn-in 1500
  <x> = 0.4919 +- 0.0186, Phi = 0.007138 +- 0.000027
  Phi errors: jackknife 0.000030, naive 0.000004
  tau_y = 26.9, tau_x = 808.5 sweeps
MC L = 16, T/Tc = 1.1, dmu = 0.0e+00 J, 5000 sweeps, burn-in 1000
  <x> = 0.4966 +- 0.0046, Phi = 0.019091 +- 0.000195
  Phi errors: jackknife 0.000185, naive 0.000031
  tau_y = 19.8, tau_x = 67.2 sweeps
MC L = 32, T/Tc = 1.1, dmu = 0.0e+00 J, 4000 sweeps, burn-in 800
  <x> = 0.5015 +- 0.0032, Phi = 0.015859 +- 0.000314
  Phi errors: jackknife 0.000287, naive 0.000039
  tau_y = 33.1, tau_x = 87.1 sweeps
Exact L = 8 off-symmetric: <x> = 0.63338, Phi = 0.038210
Tc, L = 16 predicted by size law: Phi = 0.007172
Tc, L = 16 single-run variance loss: 0.1579, 2 tau_x/n = 0.1617
1.1 Tc exact: L = 8, dmu = 0, Phi = 0.035882
1.1 Tc: xi = 6.058 spacings; L/xi = 1.32, 2.64, 5.28 for L = 8, 16, 32
L = 32 response run: dmu = 3.0e-23 J, 2000 sweeps
  shift of <x> = 0.04893 +- 0.00174
  Phi from response = 0.015354 +- 0.000547
```
